# Reflectivity of a spatially dispersive exciton with Pekar's boundary condition

## Problem

Light of frequency $\omega$ falls at normal incidence from vacuum ($z<0$) on an isotropic crystal filling $z>0$. The crystal has one optically active exciton with transverse energy $\omega_T$, longitudinal energy $\omega_L>\omega_T$, centre-of-mass mass $M>0$ and damping $\Gamma$. All other transitions are lumped into a constant $\varepsilon_b>1$. Atomic units are used in the algebra ($\hbar=m_e=e=1$, $c=1/\alpha$), and fields vary as $e^{-i\omega t}$.

Because the exciton can move, its energy depends on wave number:

$$\left(\omega_T+\frac{k^2}{2M}\right)^2=\omega_T^2+\frac{\omega_T k^2}{M}+\frac{k^4}{4M^2}.$$

Dropping the last term gives the model dielectric function

$$\varepsilon(\omega,k)=\varepsilon_b+\frac{A}{\omega_T^2+\omega_Tk^2/M-\omega^2-i\omega\Gamma},\qquad A=\varepsilon_b(\omega_L^2-\omega_T^2).$$

This value of $A$ makes $\varepsilon(\omega_L,0)=0$ for $\Gamma=0$, which defines the longitudinal energy.

Take $\omega_T=2.550$ eV, $\omega_L=2.552$ eV, $\varepsilon_b=9$ and $M=0.9$ electron masses. These are round model parameters, not measured values.

1. How many transverse waves propagate at a given frequency when $\Gamma=0$?
2. Maxwell's equations supply two conditions at the surface. Add Pekar's condition, that the exciton polarization vanishes at $z=0$, and find the reflectivity $R$, in particular at 2.553 eV.
3. How does $R$ differ from that of a local crystal, $M\to\infty$, near $\omega_L$?

Pekar's condition is a model of the surface: the centre of mass meets an impenetrable wall at $z=0$, so its amplitude, and with it the exciton polarization, vanishes there. It does not follow from Maxwell's equations.

## Field equations

Let $p$ be $4\pi$ times the exciton polarization, $s=\omega z/c$, and let a prime denote $d/ds$. Define

$$b=\frac{\omega_T\omega^2}{Mc^2},\qquad \delta=\frac{\omega^2+i\omega\Gamma-\omega_T^2}{b},\qquad a=\frac{A}{b}.$$

Replacing $k^2$ by $-d^2/dz^2$ in the exciton response, and using the wave equation for $E$, gives

$$E''=-(\varepsilon_bE+p),\qquad p''=-\delta p-aE. \tag{1}$$

For a plane wave $e^{ins}$, with $n=kc/\omega$, these become

$$p=(n^2-\varepsilon_b)E,\qquad (n^2-\delta)\,p=aE,$$

and eliminating $p$ leaves

$$(n^2-\varepsilon_b)(n^2-\delta)=a. \tag{2}$$

At 2.553 eV, $b=3.614\times10^{-5}$ eV². Without damping,

$$\delta=\frac{2.553^2-2.550^2}{3.614\times10^{-5}}=423.6,\qquad a=\frac{9\,(2.552^2-2.550^2)}{3.614\times10^{-5}}=2541.$$

## First estimate by scaling

Here $\delta$ is large compared with both $\varepsilon_b$ and $\sqrt a\approx50$, so the two solutions of (2) are well separated.

One has $n^2$ close to $\delta$. It is an exciton whose kinetic energy takes up the excess over $\omega_T$, and $n_1\approx\sqrt\delta=20.6$. The other has $n^2\ll\delta$, so that $n^2-\delta\approx-\delta$ and

$$n_2^2\approx\varepsilon_b-\frac a\delta=9-6.00=3.00,\qquad n_2\approx1.73.$$

This is the local dielectric constant, since $-a/\delta=A/(\omega_T^2-\omega^2)$. Alone, this wave would give $R=(0.732/2.732)^2=0.072$.

It cannot be alone, because its polarization at the surface, $p_2\approx-(a/\delta)E_2$, must be cancelled by $p_1\approx\delta E_1$. Hence $E_1/E_2\approx a/\delta^2=0.014$. The electric field of wave 1 is small, but its magnetic field is larger by the factor $n_1$. The ratio of magnetic to electric field at the surface, which acts as an effective index $N$, is therefore roughly

$$N\approx n_2+\frac{n_1E_1}{E_2}\approx\sqrt{\varepsilon_b-\frac a\delta}+\frac{a}{\delta^{3/2}}=1.73+0.29=2.02. \tag{3}$$

With $R=|(1-N)/(1+N)|^2$ this gives $R\approx0.115$. Since $a$ and $\delta$ both scale as $M$, the correction scales as $M^{-1/2}$: it dies out slowly as the exciton becomes heavy.

## Exact solution of the model

### Number of waves

Equation (2) is quadratic in $n^2$:

$$n_{1,2}^2=\frac{\varepsilon_b+\delta\pm\sqrt{(\varepsilon_b-\delta)^2+4a}}{2}. \tag{4}$$

For $\Gamma=0$ the square root is real, so both $n^2$ are real. Their product is

$$n_1^2n_2^2=\varepsilon_b\delta-a=\frac{\varepsilon_b(\omega^2-\omega_L^2)}{b}. \tag{5}$$

Below $\omega_L$ the product is negative: one wave propagates and one is evanescent. Above $\omega_L$ the two $n^2$ have the same sign, and their sum $\varepsilon_b+\delta$ is positive because $\delta>0$. Both waves then propagate. At $\omega_L$ itself $n_2=0$.

The sign of each $n$ still has to be chosen. With $\Gamma>0$, $\operatorname{Im}\delta>0$. Suppose $\operatorname{Im}n^2\le0$. The phases of $n^2-\varepsilon_b$ and $n^2-\delta$ could then be taken in $[-\pi,0]$ and $(-\pi,0)$. Their sum would lie strictly between $-2\pi$ and $0$, whereas the positive product $a$ requires a multiple of $2\pi$. So $\operatorname{Im}n^2>0$ for both waves, and the root that decays into the crystal, $\operatorname{Im}n>0$, also has $\operatorname{Re}n>0$. As $\Gamma\to0$ this selects $n>0$ for a propagating wave and $n=i\kappa$, $\kappa>0$, for an evanescent one.

### Surface conditions

For unit incident amplitude the vacuum field is $e^{is}+re^{-is}$. Continuity of $E$ and of $E'$ (the latter is proportional to the magnetic field) gives

$$1+r=E_1+E_2,\qquad 1-r=n_1E_1+n_2E_2.$$

With $N=(n_1E_1+n_2E_2)/(E_1+E_2)$, division gives $1-r=N(1+r)$, so

$$r=\frac{1-N}{1+N},\qquad R=|r|^2.$$

Pekar's condition $p_1+p_2=0$ reads $(n_1^2-\varepsilon_b)E_1+(n_2^2-\varepsilon_b)E_2=0$. It is solved by $E_1=C(\varepsilon_b-n_2^2)$ and $E_2=C(n_1^2-\varepsilon_b)$, with $C$ a common factor. Then

$$E_1+E_2=C(n_1^2-n_2^2)=C(n_1-n_2)(n_1+n_2),$$

$$n_1E_1+n_2E_2=C\left[\varepsilon_b(n_1-n_2)+n_1n_2(n_1-n_2)\right],$$

and cancelling $C(n_1-n_2)$ leaves

$$N=\frac{n_1n_2+\varepsilon_b}{n_1+n_2}. \tag{6}$$

### Numbers at 2.553 eV

The square root in (4) is $\sqrt{414.6^2+4\times2541}=426.7$, and $\varepsilon_b+\delta=432.6$. Thus $n_1^2=429.65$ and $n_2^2=2.959$, so $n_1=20.728$ and $n_2=1.720$. The wavelengths in the crystal are 234 and 2823 angstrom, against 4856 angstrom in vacuum. Then

$$N=\frac{20.728\times1.720+9}{20.728+1.720}=1.989,\qquad r=-\frac{0.989}{2.989}=-0.331,\qquad R=0.1095.$$

### Where the energy goes

For $\Gamma=0$, equations (1) give

$$\left[\operatorname{Im}(E^*E')\right]'=-\operatorname{Im}(E^*p),\qquad \left[\operatorname{Im}(p^*p')\right]'=-a\operatorname{Im}(p^*E)=a\operatorname{Im}(E^*p).$$

Therefore $J=\operatorname{Im}(E^*E')+\operatorname{Im}(p^*p')/a$ is independent of depth. The first term is the electromagnetic energy flux and the second the flux carried by exciton motion, in units of the incident flux. At the surface $p=0$, and the vacuum field gives $J=1-R$.

Inside, with two propagating waves, the interference terms carry the factor $1+(n_1^2-\varepsilon_b)(n_2^2-\varepsilon_b)/a$. Writing (2) as $(x-\varepsilon_b)(x-\delta)-a=(x-n_1^2)(x-n_2^2)$ and setting $x=\varepsilon_b$ shows that $(n_1^2-\varepsilon_b)(n_2^2-\varepsilon_b)=-a$, so this factor vanishes. Each wave carries its own share,

$$T_j=n_j|E_j|^2\left[1+\frac{(n_j^2-\varepsilon_b)^2}{a}\right],\qquad T_1+T_2=1-R.$$

With $E_1=0.00947$ and $E_2=0.6596$, the shares are $T_1=0.131$ and $T_2=0.759$. In wave 1 the bracket is about 71, so nearly all its energy flux is exciton motion. A wave with about 1.4% of the electric amplitude of the other takes about 15% of the transmitted energy.

### Between $\omega_T$ and $\omega_L$

A local undamped crystal has $\varepsilon<0$ here, hence an imaginary index and $R=1$. In the dispersive crystal $n_2=i\kappa$ but $n_1$ is real. Multiplying numerator and denominator of (6) by $n_1-i\kappa$ gives

$$\operatorname{Re}N=\frac{n_1(\varepsilon_b+\kappa^2)}{n_1^2+\kappa^2}>0.$$

Since $|1+N|^2-|1-N|^2=4\operatorname{Re}N$, it follows that $R<1$: wave 1 carries energy away. The largest undamped value found in this interval is 0.58, near 2.5506 eV.

### The zero of reflectivity

At $\omega_L$, $n_2=0$ and (4) gives $n_1^2=\varepsilon_b+\delta_L$, where $\delta_L=282.6$ is the undamped $\delta$ at that energy. So

$$N=\frac{\varepsilon_b}{\sqrt{\varepsilon_b+\delta_L}}=\frac{9}{\sqrt{291.6}}=0.527,\qquad R=0.096,$$

where the local crystal has zero index and $R=1$. Since $N$ is below 1 at $\omega_L$ and is 1.989 at 2.553 eV, it passes through 1 in between, and there $R=0$. Setting $N=1$ in (6) and rearranging gives

$$(n_1-1)(1-n_2)=\varepsilon_b-1.$$

The numerical root is at 2.55206 eV (0.093787 hartree), with $n_1=17.32$ and $n_2=0.510$. It lies $6.1\times10^{-5}$ eV above $\omega_L$.

In the local crystal $R=0$ requires $\varepsilon=1$, or $\varepsilon_b(\omega^2-\omega_L^2)=\omega^2-\omega_T^2$. Writing the right side as $(\omega^2-\omega_L^2)+(\omega_L^2-\omega_T^2)$ gives

$$\omega^2-\omega_L^2=\frac{\omega_L^2-\omega_T^2}{\varepsilon_b-1},$$

which is $2.5\times10^{-4}$ eV above $\omega_L$. Reading $\omega_L$ from the reflectivity minimum thus requires a different correction in these two undamped models. Neither offset is universal. The Pekar offset grows to about $1.75\times10^{-4}$ eV for $\Gamma=0.0005$ eV, and with the condition $dp/dz=0$ considered at the end the undamped offset is $2.4\times10^{-4}$ eV, close to the local one. For a measured spectrum the correction depends on damping and on the surface.

### With damping

For $\Gamma=0.0001$ eV, equations (4) and (6) hold with complex $\delta$:

| Energy (eV) | $R$, Pekar | $R$, local |
|---|---|---|
| 2.5460 | 0.324 | 0.327 |
| 2.5505 | 0.558 | 0.952 |
| 2.5520 | 0.032 | 0.287 |
| 2.5530 | 0.110 | 0.072 |
| 2.5550 | 0.176 | 0.159 |

The zeros become deep but nonzero minima, 0.007 at 2.5521 eV with Pekar's condition and 0.002 at 2.5523 eV in the local crystal. The numerical check checks the Pekar column of the table against a direct numerical solution of (1); the local column and the two minima are evaluated from the closed formulas.

## Comparison of estimate and exact result

At 2.553 eV the estimate (3) gave $N\approx2.02$ and $R\approx0.115$. The exact values are 1.989 and 0.1095, so the estimated $R$ is 5% too high relative to the exact one. The local value, 0.072, is 34% too low, again relative to the exact 0.1095. Most of the error in (3) comes from leaving $E_1$ out of the total electric field: dividing by $1+E_1/E_2\approx1+a/\delta^2=1.014$ lowers $N$ by 0.028 of the total 0.035.

At $\omega_L$, where $a=\varepsilon_b\delta_L$, the estimate reduces to $N\approx\varepsilon_b/\sqrt{\delta_L}=0.535$ and $R\approx0.092$, against 0.527 and 0.096. It fails towards $\omega_T$: as $\delta\to0$ the correction in (3) diverges, while (4) gives finite indices with $n^2$ of order $\pm\sqrt a$. There the two waves are strongly mixed, and (6) is needed.

"Exact" refers to the model. The dropped $k^4$ term is $6\times10^{-4}$ of the retained $k^2$ term for wave 1 at 2.553 eV. The continuum description also needs the 234 angstrom wavelength to be long compared with the exciton radius and the lattice spacing. For the radius this is only marginally met: a hydrogenic exciton screened by $\varepsilon_b$ has reduced mass at most $M/4$, hence radius at least $4\varepsilon_b/M=40$ bohr, or 21 angstrom, and $k_1$ times this radius is 0.57. The surface condition matters more than the $k^4$ term. If $dp/dz=0$ replaces $p=0$, then $n_1p_1+n_2p_2=0$, solved by $E_1=Cn_2(n_2^2-\varepsilon_b)$ and $E_2=-Cn_1(n_1^2-\varepsilon_b)$. The same division, now cancelling $C(n_2-n_1)$, gives

$$N=\frac{n_1n_2(n_1+n_2)}{n_1^2+n_1n_2+n_2^2-\varepsilon_b},$$

and $R=0.073$ at 2.553 eV, close to the local value. The same two bulk waves thus give different reflectivities. The size of the rise above the local value depends on the surface condition: simply cutting the bulk nonlocal response at $z=0$, which means $p'+i\sqrt\delta\,p=0$, gives 0.091, between the two. A surface layer that repels excitons over a finite depth needs a further extension of the model. An exciton-free layer of dielectric constant $\varepsilon_b$ and depth 42 angstrom, with $p=0$ at its inner face, raises $R$ at 2.553 eV to 0.121 and turns the undamped zero into a nonzero minimum.

## Numbers as computed

```
transverse energy 2.5500 eV, longitudinal 2.5520 eV
eps_b 9.0, mass 0.90 m_e, damping 0.00010 eV
UNDAMPED EXAMPLE at 2.5530 eV
b = 3.61393e-05 eV^2
a = 2541.170, delta = 423.611 (no unit)
n1^2 = 429.6523, n2^2 = 2.9590
n1 = 20.7281, n2 = 1.7202
vacuum wavelength 4856.4 angstrom
wavelength of wave 1 234.3 angstrom
wavelength of wave 2 2823.2 angstrom
kinetic energy k1^2/(2M) 0.003045 eV
dropped k^4 term / kept k^2 term 5.97e-04
E1 = 0.00947, E2 = 0.65959 (incident = 1)
effective index 1.98928, r = -0.33094
R Pekar 0.10952, T1 0.13137, T2 0.75911
R with dp/dz=0 0.07334
R local 0.07185
UNDAMPED LANDMARKS
largest R in gap, Pekar 0.58017
  at 2.55061 eV; local R in gap is 1
at longitudinal energy: delta_L 282.574
  effective index 0.52707, R 0.09591
zero of R, Pekar 2.552061 eV = 0.09378652 hartree
  above longitudinal energy by 0.000061 eV
  there n1 = 17.3194, n2 = 0.5098
zero of R, local 2.552250 eV
  above longitudinal energy by 0.000250 eV
DAMPED TABLE: energy (eV), n1, n2, R Pekar, R local
2.5460 3.661+0.007j 0.147+23.907j 0.3238 0.3274
2.5480 4.181+0.023j 0.202+17.081j 0.3707 0.3826
2.5490 4.934+0.061j 0.258+12.528j 0.4246 0.4585
2.5500 7.423+0.217j 0.284+6.792j 0.5251 0.8601
2.5505 9.950+0.270j 0.192+4.388j 0.5578 0.9518
2.5510 12.587+0.252j 0.128+2.833j 0.5316 0.9418
2.5515 14.962+0.224j 0.109+1.686j 0.4118 0.8913
2.5520 17.077+0.201j 0.334+0.326j 0.0317 0.2866
2.5521 17.473+0.197j 0.666+0.149j 0.0078 0.0452
2.5525 18.984+0.182j 1.330+0.054j 0.0655 0.0221
2.5530 20.729+0.168j 1.721+0.029j 0.1097 0.0721
2.5550 26.624+0.132j 2.318+0.008j 0.1757 0.1587
damped Pekar max R 0.5582 at 2.55056 eV
damped Pekar min R 0.00652 at 2.55207 eV
damped local max R 0.9519 at 2.55054 eV
damped local min R 0.00192 at 2.55226 eV
largest R difference, formula vs field equations 1.5e-12
```
